How a linearised Poisson–Boltzmann electrolyte neutralises a charged periodic cell

**1. Result and setting**

A periodic cell of volume V contains a solute with charge density ρ(r) and net charge Q, positive or negative. An electrolyte fills the rest. Its linearised Poisson–Boltzmann equation is

∇·(ε∇φ) − Kφ = −4πρ,  K(r) = ε_b κ² s(r).  (1)

Here φ is the electrostatic potential, ε(r) the permittivity, ε_b its bulk value, and κ the inverse Debye length. The function s(r), between 0 and 1, describes where ions may go: 1 in bulk solution and 0 where they are excluded.

If κ > 0 and S = ∫s d³r > 0, then:

• equation (1) has one periodic solution, with no free additive constant;
• the ions carry the charge −Q, whatever the shape of the solute;
• φ tends to zero deep inside a bulk region as the cell is enlarged with electrolyte around an unchanged solute.

The G=0 component of φ is therefore finite. It is generally not zero, because it averages over the whole cell. That includes the solute and the screening layer around it, where φ must be nonzero for the ions to carry −Q. In a cell of finite size the bulk potential is generally not strictly zero. It is small at points many Debye lengths deep in the electrolyte (section 7), while in a thin electrolyte layer it need not be small anywhere.

Hartree atomic units are used, with 4πε₀ = 1 and a proton charge of +1. Integrals without limits run over one cell. I assume that ε lies between two positive constants and that ρ is smooth or piecewise constant. At a sharp interface, φ and the normal component of ε∇φ are continuous.

**2. Where the potential zero enters**

Take a 1:1 salt of bulk concentration c for each ion, at thermal energy T in hartree. The ions exchange with a large neutral reservoir, whose potential we call zero. In mean field their densities are

c₊ = c s exp(−φ/T),  c₋ = c s exp(+φ/T).

Expand to first order in φ/T:

ρ_ion = c₊ − c₋ ≈ c s[(1 − φ/T) − (1 + φ/T)] = −2c s φ/T.  (2)

The zeroth-order terms cancel because the reservoir is neutral. Poisson's equation is ∇·(ε∇φ) = −4π(ρ + ρ_ion). Inserting (2) and moving the ion term to the left gives (1), with

ε_b κ² = 8πc/T,  ρ_ion = −Kφ/4π.  (3)

This is where the reference is fixed. Adding a constant C to φ leaves ∇φ unchanged but changes the ion charge by −C∫K/4π, so the shifted function no longer solves (1). Calling the reservoir potential φ_s instead of zero would replace φ by φ − φ_s in (2) and shift the whole solution by φ_s. That convention is chosen once, for the reservoir, and is the same for all cells.

**3. Neutrality**

Integrate (1) over the cell. By the divergence theorem the first term is the flux of ε∇φ through the cell boundary. Opposite faces have equal fields and opposite outward normals, so their fluxes cancel. What remains is

∫Kφ d³r = 4πQ,  hence  ∫ρ_ion d³r = −Q.  (4)

No background charge has been added. The missing ions have gone to the reservoir, or the extra ones have come from it. Dividing (4) by ε_b κ² S gives the mean potential over the accessible region:

⟨φ⟩_s = ∫sφ d³r / S = 4πQ/(ε_b κ² S).  (5)

With (3) this becomes ⟨φ⟩_s/T = Q/(2cS). Linearisation needs |φ| ≪ T wherever ions are present, so it requires |Q| ≪ 2cS: the solute charge must be small compared with the number of ions that the accessible volume holds in bulk solution. This condition is necessary but not sufficient, since φ can be large near the solute.

The flux argument did not use linearity. A periodic solution of the full Poisson–Boltzmann equation therefore also has total ion charge −Q. Exchange with the reservoir, by contrast, is what lets the ion charge adjust to any Q. If the cell held fixed and equal numbers of the two ions, their total charge would be zero for every φ, and a charged solute could not be neutralised.

**4. One solution and no free constant**

Multiply (1) by a periodic test function η and integrate by parts. The boundary terms cancel as before, and

∫(ε∇φ·∇η + Kφη) d³r = 4π∫ρη d³r  for every η.  (6)

Suppose two solutions exist, with difference u. Subtract their equations and set η = u:

∫(ε|∇u|² + Ku²) d³r = 0.

Both terms are non-negative, so both vanish. The first makes u constant. The second then reads u² ε_b κ² S = 0, so u = 0.

For existence, the quadratic form ∫(ε|∇u|² + Ku²) must be at least a fixed positive multiple of the full norm ∫(|∇u|² + u²). If it were not, there would be functions u_n of norm 1 for which the form tends to zero. Their gradients would tend to zero. By the Poincaré inequality, which in a periodic cell reads ∫(u − ū)² ≤ ∫|∇u|²/G_min² with ū the cell mean and G_min the shortest nonzero reciprocal vector, u_n − ū_n would tend to zero as well. The means ū_n are bounded, so a subsequence would converge to a constant. The K term would force that constant to be zero, contradicting norm 1. The form is thus a proper inner product, and the Riesz representation theorem supplies a φ satisfying (6).

Without ions, K = 0 and constants cost nothing. Setting η = 1 in (6) then gives 0 = 4πQ, so a charged cell has no solution and a neutral cell has one only up to a constant. Ions cure both defects with the same term.

**5. The G=0 equation**

Write f(r) = Σ_G f_G exp(iG·r), with f_G = (1/V)∫f exp(−iG·r) d³r. In particular ρ₀ = Q/V. The G=0 component of a divergence is zero, so the G=0 component of (1) is

Σ_G′ K_(−G′) φ_G′ = 4πQ/V.  (7)

In a structured cell φ₀ is coupled to the other components. Its own coefficient is K₀ = ε_b κ² S/V, which is positive.

In a uniform electrolyte, ε = ε_b and s = 1 everywhere. The components then separate:

ε_b(G² + κ²)φ_G = 4πρ_G,  φ₀ = 4πQ/(ε_b κ² V).  (8)

The vacuum factor 1/G² has become 1/(G² + κ²), which is finite at G = 0.

There is also a real-space form. Let φ_iso be the decaying potential of one isolated solute in the uniform electrolyte. The sum Σ_R φ_iso(r − R) over lattice vectors R is periodic and solves (1) with the periodic charge. By uniqueness it is the solution:

φ(r) = Σ_R φ_iso(r − R).  (9)

Outside a spherical charge, φ_iso is proportional to exp(−κr)/r, the decaying spherical solution of ∇²φ = κ²φ. The images are therefore screened and the sum converges. The G=0 term in (8) is part of this sum. Deleting it subtracts a constant proportional to 1/V from a potential whose image error is exponentially small.

As the salt is removed, use 1/(G² + κ²) = 1/G² − κ²/G⁴ + … for G ≠ 0, valid when κ is smaller than the shortest nonzero G. Then

φ = 4πQ/(ε_b κ² V) + φ_bg + O(κ²),  (10)

where φ_bg is the zero-mean potential obtained with a uniform neutralising background. The constant diverges as κ → 0, so the ion-free charged cell is not a regular limit of (1). The 1/κ² rate belongs to the linear equation only: the constant equals TQ/(2cV), so at fixed Q and V the condition |Q| ≪ 2cS of section 3 fails on the way. In the full equation neutrality reads 2c∫sinh(φ/T) d³r = Q; if φ varies by much less than T across the cell, its mean is close to T asinh[Q/(2cV)], which still diverges, but only logarithmically.

**6. Free energy and its bound**

With ε and s held fixed, charge the solute gradually from 0 to ρ. At fraction λ the potential is λφ, so the reversible work is

A = ∫₀¹ dλ ∫ρ λφ d³r = ½∫ρφ d³r.  (11)

The same quantity is the maximum over periodic functions u of

F[u] = ∫ρu d³r − (1/8π)∫(ε|∇u|² + Ku²) d³r.

To see this, put u = φ + η. The terms linear in η cancel by (6), leaving

F[φ + η] = F[φ] − (1/8π)∫(ε|∇η|² + Kη²) d³r ≤ F[φ].

Setting η = φ in (6) shows that the quadratic integral at the solution is 4π∫ρφ, so F[φ] = ∫ρφ − ½∫ρφ = A.

Now enlarge the cell by adding electrolyte around an unchanged solute. Choose a fixed connected region B, with a regular boundary, that contains the solute charge and some accessible electrolyte and fits into every cell considered. Drop the part of F outside B. That part contains no ρ and is not positive, so dropping it cannot lower F. Therefore

A ≤ A_B,  (12)

where A_B is the maximum of F over functions on B with free boundary values. It is finite by the argument of section 4 applied to B, and it does not depend on the cell size.

**7. Why the bulk potential tends to zero**

Take a ball of radius R around r₀, lying in bulk electrolyte without solute charge and not overlapping its periodic images. Inside it ∇²φ = κ²φ. The average u(r) of φ over the sphere of radius r about r₀ obeys

u″ + 2u′/r = κ²u,  or  (ru)″ = κ²(ru).

The solution that is finite at r = 0 and equals φ(r₀) there is

u(r) = φ(r₀) sinh(κr)/(κr).  (13)

Integrate over the ball:

∫_ball φ d³r = (4πφ(r₀)/κ)∫₀ᴿ r sinh(κr) dr
 = 4πφ(r₀)[κR cosh(κR) − sinh(κR)]/κ³.

The Cauchy–Schwarz inequality bounds the left side by √(V_R ∫_ball φ²), with V_R = 4πR³/3. Since K = ε_b κ² in the ball,

ε_b κ² ∫_ball φ² ≤ ∫(ε|∇φ|² + Kφ²) = 4π∫ρφ = 8πA.

Combining the three relations gives

|φ(r₀)| ≤ √(8πA V_R/(ε_b κ²)) · κ³/{4π[κR cosh(κR) − sinh(κR)]}.  (14)

By (12), A stays bounded as the cell grows. For large κR the right side falls as √R exp(−κR). If the cell grows in all directions, R can grow with it. If it grows in one direction only, as for a slab, R is limited by the fixed lateral period and (14) does not decay as it stands. One then applies (14) to a lateral supercell wide enough to hold the ball: φ is unchanged, A grows as R², and the bound falls as R^(3/2) exp(−κR). In both cases the reservoir zero is also the potential zero of deep bulk solution. A cell with a thin electrolyte layer still neutralises its charge, but has no point at which φ must be close to zero.

**8. A Gaussian charge in a uniform electrolyte**

Take round model values: ε_b = 80, 300 K and 1 mol/L of 1:1 salt. In atomic units T = 9.500×10⁻⁴ hartree and c = 8.924×10⁻⁵ bohr⁻³. Equation (3) gives

κ = √[8π × 8.924×10⁻⁵/(80 × 9.500×10⁻⁴)] = 0.1718 bohr⁻¹,

a Debye length of 5.82 bohr (3.08 Å). At this concentration the Bjerrum length 1/(ε_b T) = 13.2 bohr exceeds the Debye length, and a sphere of radius 1/κ holds only about 0.15 ions. Mean-field theory with point ions is therefore not quantitative for a real 1 mol/L solution, and the numbers below describe equation (1), not such a solution.

Put a Gaussian charge of 0.05 e and standard deviation 1.5 bohr in a cube of side 30 bohr. Equation (8) gives

φ₀ = 4π × 0.05/(80 × 0.1718² × 30³) = 9.86×10⁻⁶ hartree/e.

Quadrature of the image sum (9) gives the same cell mean and an ion charge of −0.0500 e. The free energies in three cubes, in units of 10⁻⁶ hartree, are:

L = 30 bohr: A = 3.8475; with G=0 deleted, 3.6011
L = 40 bohr: A = 3.8273; with G=0 deleted, 3.7234
L = 60 bohr: A = 3.8246; with G=0 deleted, 3.7937
isolated charge: A = 3.8245

By (11), deleting φ₀ lowers A by ½Qφ₀. At 30 bohr this is ½ × 0.05 × 9.86×10⁻⁶ = 2.46×10⁻⁷ hartree, the difference in the first line. At 60 bohr the volume is eight times larger and the loss eight times smaller. The complete energy is by then within 5.7×10⁻¹¹ hartree of the isolated value.

The cube corner is the point farthest from the charges. Its potential falls from 2.36×10⁻⁶ to 1.32×10⁻⁸ hartree/e between L = 30 and 60 bohr. The bound (14) with R = L/2 falls from 2.92×10⁻⁵ to 2.41×10⁻⁶ hartree/e. It is loose, but it suffices for the limit. The Gaussian tail inside this ball is neglected: even at L = 30 bohr the ball stays more than seven standard deviations from the charge centres.

For the low-salt limit (10), the remainder after subtracting the constant and φ_bg shrinks by a factor of 3.93 at the point (2, 1, 0.5) bohr from the charge in the 30 bohr cube when κ is halved from 0.04 to 0.02 bohr⁻¹. The leading κ² law gives 4; the higher-order terms depend on position, and the factor is 3.87 at the cube corner. This checks the expansion of the linear equation only: φ₀/T is 0.19 and 0.77 at these two values of κ, so the second lies outside the range where linearisation holds.

**9. A charged slab**

Spread a charge σ per unit area uniformly over |z| < a, where ε = 1 and ions are excluded. Electrolyte fills the rest of a period L. Let d = L/2 − a be the distance from the slab surface to the mid-plane of the electrolyte, and let D = −ε dφ/dz.

By symmetry D(0) = 0. Half of the slab charge lies between 0 and a, so D(a) = 4π(σ/2) = 2πσ. In the electrolyte, the solution symmetric about L/2 is φ = φ_m cosh[κ(L/2 − z)]. Its flux at the surface is ε_b κφ_m sinh(κd). Equating the two fluxes gives

φ_m = 2πσ/[ε_b κ sinh(κd)],
φ_a = φ_m cosh(κd) = 2πσ coth(κd)/(ε_b κ).  (15)

The ion charge per area, counting both sides, is

−(ε_b κ²/4π) × 2φ_m sinh(κd)/κ = −σ.

Inside the slab D = 4π(σ/2a)z = 2πσz/a. Integrating from z to a gives

φ(z) = φ_a + πσ(a² − z²)/a,  φ(0) = φ_a + πσa.

The integral of φ over the slab is 2aφ_a + 4πσa²/3. Over the electrolyte it is 2φ_m sinh(κd)/κ = 4πσ/(ε_b κ²). The cell mean is therefore

φ₀ = [2aφ_a + 4πσa²/3 + 4πσ/(ε_b κ²)]/L.  (16)

Take σ = 5×10⁻⁴ e/bohr² and a = 5 bohr, with the same electrolyte. For L = 60 bohr, d = 25 bohr and

φ_m = 2π × 5×10⁻⁴/[80 × 0.1718 × sinh(0.1718 × 25)]
 = 6.24×10⁻⁶ hartree/e.

The potentials in hartree/e are:

L = 30 bohr: middle 8.48×10⁻⁵; centre 8.098×10⁻³; mean 1.92×10⁻³
L = 40 bohr: middle 3.50×10⁻⁵; centre 8.085×10⁻³; mean 1.43×10⁻³
L = 60 bohr: middle 6.24×10⁻⁶; centre 8.083×10⁻³; mean 9.55×10⁻⁴

The mean is far larger than the mid-plane value because it includes the slab interior. It falls roughly as 1/L, while the mid-plane value falls exponentially. Aligning potentials by setting the cell mean to zero would thus discard the reference that the electrolyte supplies.

At the surface for L = 60 bohr, φ/T = 0.241. At this potential the magnitude of the Boltzmann ion charge density, 2c sinh(φ/T), exceeds the linear value 2cφ/T, relative to the latter, by sinh(0.241)/0.241 − 1, or 0.97%. This measures the local approximation at that point, not the error of the complete solution.

For comparison, remove the ions and add a uniform background −σ/L throughout the cell. Inside the slab D = 4π(σ/2a − σ/L)z, and outside D = 2πσ(1 − 2z/L). Integrating D/ε from the centre to the mid-plane gives

φ(0) − φ(L/2) = πσa(1 − 2a/L) + 2πσd²/(ε_b L).  (17)

At large L the second term grows as πσL/(2ε_b), so no isolated limit exists. The drop rises from 5.37×10⁻³ to 6.95×10⁻³ hartree/e between L = 30 and 60 bohr. Most of this rise comes from the first term, whose factor 1 − 2a/L goes from 2/3 to 5/6; the linear growth takes over in longer cells.

**10. An irregular cavity**

Neutrality was also tested numerically for an irregular cavity in a cell uniform along one axis: two overlapping discs with smoothly varying ε and s. In this model s falls only to about 0.005 and φ/T reaches 37 inside the discs, so a sizeable part of the ion charge sits inside them. The run tests identity (4) for equation (1); it is not a realistic picture of screening. The discretisation there does not conserve charge by construction, so the ion charge could have come out wrong. Its deviation from −Q, relative to Q, fell from 9.5×10⁻⁴ to 6.4×10⁻⁵ when the grid spacing was halved, as (4) requires of a converging solution.

Computed results

```
temperature 300 K; thermal energy 9.500435e-04 hartree
salt 1.0 mol/L = 8.92389e-05 bohr^-3; eps_b 80
kappa 0.171783 bohr^-1; Debye length 5.8213 bohr
Debye length converted 3.0805 angstrom
Gaussian charge 0.050 e; width 1.50 bohr; cell 30 bohr
probe point (2.0, 1.0, 0.5) bohr from the charge centre
probe phi, image sum      1.56213143e-04 hartree/e
probe phi, Fourier sum    1.56213143e-04 hartree/e
probe phi, G=0 deleted    1.46355674e-04 hartree/e
G=0 potential, formula    9.85746902e-06 hartree/e
cell mean, quadrature     9.85746852e-06 hartree/e
ion charge, quadrature    -0.05000000 e
kappa 0.04 bohr^-1: constant 1.8181e-04, remainder -2.5091e-06 hartree/e
kappa 0.02 bohr^-1: constant 7.2722e-04, remainder -6.3889e-07 hartree/e
remainder ratio on halving kappa 3.9273
corner phi 2.357477e-06; sphere mean 5.982674e-06 hartree/e
isolated free energy A 3.82449737e-06 hartree
cube 30 bohr: A 3.84750286e-06, G=0 deleted 3.60106614e-06 hartree
  A minus isolated 2.3005e-08 hartree
  corner phi 2.3575e-06, bound 2.9217e-05 hartree/e
cube 40 bohr: A 3.82732384e-06, G=0 deleted 3.72335834e-06 hartree
  A minus isolated 2.8265e-09 hartree
  corner phi 3.9122e-07, bound 1.2441e-05 hartree/e
cube 60 bohr: A 3.82455426e-06, G=0 deleted 3.79374967e-06 hartree
  A minus isolated 5.6896e-11 hartree
  corner phi 1.3223e-08, bound 2.4088e-06 hartree/e
slab charge 5.0e-04 e/bohr^2; half-width 5.0 bohr
isolated slab centre phi 8.08258338e-03 hartree/e
slab cell 30 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 8.47777e-05, surface 2.43816e-04 hartree/e
  phi centre 8.0977972e-03, mean 1.91532e-03 hartree/e
  uniform background: centre-middle 5.36689e-03 hartree/e
slab cell 40 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 3.49591e-05, surface 2.31259e-04 hartree/e
  phi centre 8.0852410e-03, mean 1.43335e-03 hartree/e
  uniform background: centre-middle 6.11138e-03 hartree/e
slab cell 60 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 6.23849e-06, surface 2.28687e-04 hartree/e
  phi centre 8.0826685e-03, mean 9.55138e-04 hartree/e
  uniform background: centre-middle 6.95405e-03 hartree/e
surface phi/T in longest cell 0.2407 (no unit)
Boltzmann/linear ion density minus one 0.969 percent
irregular cell, 100x100 grid: solute 0.0150000, ions -0.0150143 e/bohr
irregular cell, 200x200 grid: solute 0.0150000, ions -0.0150010 e/bohr
neutrality errors 9.52e-04, 6.37e-05 (relative)
corner phi 7.411e-06, largest phi 3.476e-02 hartree/e
```
